# Reduced matrix elements of tensor products for two subsystems

**Q:** I have two subsystems with angular momenta coupled to a total $J$, and an operator built from one tensor on each. You claim that its reduced matrix element splits into a factor from subsystem 1, a factor from subsystem 2 and a purely geometrical number. Coupled states are sums of products. Why should anything split?

**A:** Each term of those sums splits, and the sums contain only coupling coefficients. To make this precise, let the state space be a product of two factors, with $\mathbf J_1$ acting on the first, $\mathbf J_2$ on the second, and $\mathbf J=\mathbf J_1+\mathbf J_2$. The operator $T^{k_1}$ acts as $T\otimes1$ and is an irreducible tensor of integer rank $k_1$ under $\mathbf J_1$. The operator $U^{k_2}$ acts as $1\otimes U$, with integer rank $k_2$ under $\mathbf J_2$. Then

$$\langle m_1m_2|T_{q_1}U_{q_2}|m_1'm_2'\rangle=\langle m_1|T_{q_1}|m_1'\rangle\langle m_2|U_{q_2}|m_2'\rangle. \tag{1}$$

Here $m_1$ abbreviates $j_1m_1$, and so on. Further quantum numbers may accompany each $j$; they play no part in the algebra.

**Q:** Is it not enough that $T$ and $U$ commute?

**A:** No. Let both be the unit position vector $\mathbf n$ of the same particle. Its components commute, but every element of $n_z$ between two $p$ states vanishes by parity, while the mean of $n_zn_z$ in $Y_{10}$ is

$$\frac{3}{4\pi}\,2\pi\int_{-1}^{1}x^4\,dx=\frac35 .$$

The product passes through intermediate $s$ and $d$ states, which a product of two $p$–$p$ elements does not contain. Equation (1) is the assumption that matters. The orbital motion and spin of one electron satisfy it. For two identical electrons the formula applies to product states with labelled electrons; antisymmetrized states must first be expanded in these.

**Q:** Which reduced element do you mean? Several normalizations are possible.

**A:** I use the Wigner–Eckart theorem in the form

$$\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j'\rangle. \tag{2}$$

Coupling coefficients have Condon–Shortley phases and are related to 3j symbols by

$$\langle a\alpha\,b\beta|c\gamma\rangle=(-1)^{a-b+\gamma}\sqrt{2c+1}\begin{pmatrix}a&b&c\\\alpha&\beta&-\gamma\end{pmatrix}. \tag{3}$$

I need two symmetries of the 3j symbol. Exchanging two columns multiplies it by $(-1)^{a+b+c}$, and so does reversing all three projections.

I also need its normalization. For fixed $\gamma$ the squares of the coefficients (3) sum to 1, so the squares of the 3j symbols sum to $1/(2c+1)$. Summing over the $2c+1$ values of $\gamma$ as well gives 1.

**Q:** And is the coupled operator really a tensor under the total $\mathbf J$? Otherwise (2) cannot be used for it.

**A:** It is defined by

$$X^k_q=[T^{k_1}\times U^{k_2}]^k_q=\sum_{q_1q_2}\langle k_1q_1k_2q_2|kq\rangle T_{q_1}U_{q_2}. \tag{4}$$

Since $\mathbf J_1$ commutes with $U$ and $\mathbf J_2$ with $T$,

$$[\mathbf J,T_{q_1}U_{q_2}]=[\mathbf J_1,T_{q_1}]U_{q_2}+T_{q_1}[\mathbf J_2,U_{q_2}].$$

This is how $\mathbf J$ acts on a product state $|k_1q_1\rangle|k_2q_2\rangle$. The combination that makes a state of angular momentum $k$ therefore makes a tensor of rank $k$.

**Q:** Then isolate its reduced element. Equation (2) gives one equation for each choice of projections.

**A:** Write (2) for $X^k$ between $J$ and $J'$, multiply by $(-1)^{J-M}$ and the same 3j symbol, and sum over $M,q,M'$. The squared phase is 1 because $J-M$ is an integer, and the squared symbols sum to 1. Hence

$$R\equiv\langle J\|X^k\|J'\rangle=\sum_{MqM'}(-1)^{J-M}\begin{pmatrix}J&k&J'\\-M&q&M'\end{pmatrix}\langle JM|X^k_q|J'M'\rangle. \tag{5}$$

This presumes that $J,k,J'$ satisfy the triangle condition. If they do not, all elements vanish.

**Q:** Now insert the coupled states. I expect a forest of phases.

**A:** There are three coupling coefficients: one for the bra $(j_1j_2)J$, one for the ket $(j_1'j_2')J'$ and one for the operator. By (3) they supply

$$N=\sqrt{(2J+1)(2k+1)(2J'+1)},$$

three 3j symbols and three phases. Equations (1) and (2) supply two more 3j symbols, two phases, and the reduced elements $t=\langle j_1\|T^{k_1}\|j_1'\rangle$ and $u=\langle j_2\|U^{k_2}\|j_2'\rangle$. With the symbol in (5) this makes six:

$$\begin{aligned}R=N\,t\,u\sum(-1)^{\Phi}&\begin{pmatrix}j_1&k_1&j_1'\\-m_1&q_1&m_1'\end{pmatrix}\begin{pmatrix}j_2&k_2&j_2'\\-m_2&q_2&m_2'\end{pmatrix}\begin{pmatrix}J&k&J'\\-M&q&M'\end{pmatrix}\\ \times&\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}\begin{pmatrix}j_1'&j_2'&J'\\m_1'&m_2'&-M'\end{pmatrix}\begin{pmatrix}k_1&k_2&k\\q_1&q_2&-q\end{pmatrix}.\end{aligned} \tag{6}$$

The sum runs over all nine projections. The exponent collects the phase in (5), the three from (3) and the two from (2):

$$\begin{aligned}\Phi={}&(J-M)+(j_1-j_2+M)+(j_1'-j_2'+M')\\&+(k_1-k_2+q)+(j_1-m_1)+(j_2-m_2).\end{aligned}$$

The projections in it add to $M'+q-m_1-m_2$. The third symbol in (6) requires $M'+q=M$, and the fourth requires $m_1+m_2=M$, so they cancel. What remains is

$$\Phi=J+2j_1+j_1'-j_2'+k_1-k_2. \tag{7}$$

The factors $t$ and $u$ contain no projections and already stand outside the sum. That is the splitting you doubted.

**Q:** Granted, but a sum over nine projections is not yet a usable number. What is it?

**A:** It is a 9j symbol, up to a sign that has to be found. The 9j symbol is defined by arranging nine angular momenta in a square and summing, over all nine projections, the product of the 3j symbols of its three rows and three columns:

$$\begin{Bmatrix}a&b&c\\d&e&f\\g&h&i\end{Bmatrix}=\sum\,(abc)(def)(ghi)\,(adg)(beh)(cfi). \tag{8}$$

Each bracket stands for a 3j symbol, and each angular momentum carries the same projection in its row and in its column.

In (6), the first line links bra, ket and operator within subsystem 1, within subsystem 2 and for the whole. The second line links subsystem 1, subsystem 2 and the whole within the bra, the ket and the operator. The square is therefore

$$\begin{Bmatrix}j_1&j_1'&k_1\\j_2&j_2'&k_2\\J&J'&k\end{Bmatrix}.$$

**Q:** The projections do not match, though. You have $-m_1$ in one symbol and $+m_1$ in another.

**A:** Two reversals repair that. Reversing the projections of $(j_1j_2J)$ gives $(-m_1,-m_2,M)$ and the sign $(-1)^{j_1+j_2+J}$. Reversing those of $(JkJ')$ gives $(M,-q,-M')$ and the sign $(-1)^{J+k+J'}$. Every angular momentum now has one projection in both places:

$$\begin{matrix}-m_1&m_1'&q_1\\-m_2&m_2'&q_2\\M&-M'&-q\end{matrix}$$

The three row symbols still have the operator rank in the middle. Exchanging their last two columns gives the signs

$$(-1)^{j_1+k_1+j_1'},\qquad(-1)^{j_2+k_2+j_2'},\qquad(-1)^{J+k+J'}.$$

The last cancels the equal sign from the reversal, since $J+k+J'$ is an integer.

**Q:** I want to see the total, with half-integers allowed.

**A:** Add to (7) the three exponents that have not cancelled:

$$\begin{aligned}&(J+2j_1+j_1'-j_2'+k_1-k_2)+(j_1+j_2+J)\\&\quad+(j_1+k_1+j_1')+(j_2+k_2+j_2')\\&=2J+4j_1+2j_2+2j_1'+2k_1.\end{aligned}$$

The terms $4j_1$ and $2k_1$ are even. Because $J$ differs from $j_1+j_2$ by an integer, $2J$ has the parity of $2j_1+2j_2$. The remainder $2J+2j_2+2j_1'$ then has the parity of $2j_1+4j_2+2j_1'$, and so of $2(j_1+j_1')$. An integer rank $k_1$ requires $j_1+j_1'$ to be an integer, so the total is even and the sign is $+1$. Therefore

$$\boxed{\begin{aligned}&\langle(j_1j_2)J\|[T^{k_1}\times U^{k_2}]^k\|(j_1'j_2')J'\rangle\\&=\sqrt{(2J+1)(2k+1)(2J'+1)}\begin{Bmatrix}j_1&j_1'&k_1\\j_2&j_2'&k_2\\J&J'&k\end{Bmatrix}\langle j_1\|T^{k_1}\|j_1'\rangle\langle j_2\|U^{k_2}\|j_2'\rangle\end{aligned}} \tag{9}$$

The dynamics sits in the last two factors. The rest depends only on how the angular momenta are coupled.

**Q:** Try it where I know the answer. Let both operators be plain numbers.

**A:** Take $T=\tau$ and $U=\upsilon$, so all ranks are zero and each $j$ equals its primed partner. For rank zero the 3j symbol is

$$\begin{pmatrix}j&j&0\\m&-m&0\end{pmatrix}=\frac{(-1)^{j-m}}{\sqrt{2j+1}}, \tag{10}$$

so (2) gives $\langle j\|\tau\|j\rangle=\tau\sqrt{2j+1}$; the exchange of columns needed here costs $(-1)^{2j}$, and the reversal of projections returns it. The left side of (9) must be $\tau\upsilon\sqrt{2J+1}$.

On the right, let the first column of the 9j symbol have projections $m_1,m_2,M$ with $m_1+m_2+M=0$. By (10) the second column has the opposite ones, and the rows give

$$\frac{(-1)^{j_1-m_1+j_2-m_2+J-M}}{\sqrt{(2j_1+1)(2j_2+1)(2J+1)}}=\frac{(-1)^{j_1+j_2+J}}{\sqrt{(2j_1+1)(2j_2+1)(2J+1)}}.$$

The first two columns are the same 3j symbol with reversed projections. Their product is $(-1)^{j_1+j_2+J}$ times a square, and the squares sum to 1. The signs cancel, and the 9j symbol is $1/\sqrt{(2j_1+1)(2j_2+1)(2J+1)}$. Equation (9) becomes

$$(2J+1)\,\frac{\tau\sqrt{2j_1+1}\;\upsilon\sqrt{2j_2+1}}{\sqrt{(2j_1+1)(2j_2+1)(2J+1)}}=\tau\upsilon\sqrt{2J+1},$$

as required.

**Q:** When does the geometrical factor vanish?

**A:** It vanishes if any row or column of the square violates the triangle condition. It can also vanish when all six are satisfied. Exchange the first two columns of the square. Each row symbol gains a sign, so the 9j symbol is multiplied by $(-1)^S$, with $S$ the sum of all nine entries. If $j_1=j_1'$, $j_2=j_2'$ and $J=J'$, the exchange changes nothing, while

$$S=2(j_1+j_2+J)+k_1+k_2+k$$

has the parity of $k_1+k_2+k$. The symbol is then zero for odd $k_1+k_2+k$.

This shows up in the numerical output. Full matrices were compared with (9) for four sets of momenta and ranks. Of 60 blocks allowed by the triangle condition on $J,k,J'$, 58 are nonzero. One set has $j_1=j_1'=\tfrac32$, $j_2=j_2'=1$, $k_1=1$, $k_2=2$. For $k=2$ the rule predicts zeros at $J=J'=\tfrac32$ and $J=J'=\tfrac52$, which accounts for the two missing blocks.

**Q:** What if I write $U$ before $T$, or use another normalization?

**A:** The operators commute, so the order matters only in the coupling coefficient. By (3), exchanging $k_1$ and $k_2$ changes the exponent from $k_1-k_2+q$ to $k_2-k_1+q$, and the column exchange adds $k_1+k_2+k$. The net change, $3k_2-k_1+k$, has the parity of $k_1+k_2-k$, so

$$[U^{k_2}\times T^{k_1}]^k=(-1)^{k_1+k_2-k}[T^{k_1}\times U^{k_2}]^k.$$

Another normalization splits off a bare coupling coefficient, $\langle jm|T^k_q|j'm'\rangle=\langle j'm'kq|jm\rangle\,(j|T^k|j')$. By (3) that coefficient has the phase exponent $j'-k+m$ and the symbol $(j'kj)$. Bringing the symbol in (2) to this column order gives the exponent $(j-m)+(j+k+j')$. The two differ by $2(j-m)+2k$, which is even. Hence $\langle j\|T^k\|j'\rangle=\sqrt{2j+1}\,(j|T^k|j')$, and the square root in (9) becomes

$$\sqrt{(2k+1)(2J'+1)(2j_1+1)(2j_2+1)}.$$

**Q:** Show me an operator for which this is worth the trouble.

**A:** Take one $p$ electron and $\mathbf D=3\mathbf n(\mathbf n\cdot\mathbf s)-\mathbf s$, which gives the angular dependence of the magnetic dipole field that its spin produces at the nucleus. The field itself is a negative multiple of $\mathbf D$, because the electron's magnetic moment is opposite to its spin. With $\hbar=1$ all numbers are dimensionless. Subsystem 1 is the orbital motion, subsystem 2 the spin. The orbital tensor has the components

$$C^2_0=\tfrac12(3n_z^2-1),\qquad C^2_{\pm1}=\mp\sqrt{\tfrac32}\,n_z(n_x\pm in_y),$$

and the spin has $s_0=s_z$, $s_{\pm1}=\mp(s_x\pm is_y)/\sqrt2$. I claim that $\mathbf D=-\sqrt{10}\,[C^2\times s]^1$.

**Q:** Where does $-\sqrt{10}$ come from?

**A:** From the coefficients for coupling 2 and 1 to 1. The top state $\alpha|2,-1\rangle+\beta|1,0\rangle+\gamma|0,1\rangle$ must vanish under the raising operator, so

$$\sqrt2\,\alpha+2\beta=0,\qquad\sqrt2\,\beta+\sqrt6\,\gamma=0.$$

With positive $\alpha$ and unit norm, $\alpha=\sqrt{3/5}$, $\beta=-\sqrt{3/10}$, $\gamma=\sqrt{1/10}$. Lowering once and dividing by $\sqrt2$ gives the coefficients for zero total projection:

$$\begin{aligned}|1,-1\rangle:&\quad(2\alpha+\sqrt2\,\beta)/\sqrt2=\sqrt{3/10},\\|0,0\rangle:&\quad(\sqrt6\,\beta+\sqrt2\,\gamma)/\sqrt2=-\sqrt{2/5},\\|-1,1\rangle:&\quad\sqrt6\,\gamma/\sqrt2=\sqrt{3/10}.\end{aligned}$$

The cross terms combine to $C^2_1s_{-1}+C^2_{-1}s_1=-\sqrt3\,n_z(n_xs_x+n_ys_y)$. Therefore

$$-\sqrt{10}\,[C^2\times s]^1_0=(3n_z^2-1)s_z+3n_z(n_xs_x+n_ys_y)=D_z.$$

Both sides are vectors under joint rotations, so the other components agree too.

**Q:** Now the two reduced elements.

**A:** By (2) and the normalization of the 3j symbols, the squared moduli of all elements of a tensor sum to the square of its reduced element, and each $q$ contributes the fraction $1/(2k+1)$. For the spin the full sum is the trace of $\mathbf s\cdot\mathbf s$, $2\times\frac34=\frac32$, so $\langle\frac12\|s\|\frac12\rangle=\sqrt{3/2}=1.22474$. The sign is positive because $s_z=+\frac12$ for spin up and the factor in (2) is $+0.40825$.

For the orbital part, $\cos^2\theta$ has mean $\frac15$ in $Y_{1,\pm1}$ and $\frac35$ in $Y_{10}$. The diagonal elements of $C^2_0$ are thus $-\frac15,\frac25,-\frac15$, with squares summing to $\frac6{25}$. Multiplication by 5 gives $\frac65$. For $m=0$ the phase in (2) is $-1$, the 3j symbol is positive and the element is positive, so $\langle1\|C^2\|1\rangle=-\sqrt{6/5}=-1.09545$.

The factor common to all $J,J'$ is $-\sqrt{10}\times(-1.09545)\times1.22474=4.24264$. With the 9j values from the numerical output, (9) gives

$$\begin{aligned}\langle\tfrac12\|D\|\tfrac12\rangle&=4.24264\times3.46410\times0.111111=1.63299,\\\langle\tfrac32\|D\|\tfrac32\rangle&=4.24264\times6.92820\times(-0.0175682)=-0.51640,\\\langle\tfrac32\|D\|\tfrac12\rangle&=4.24264\times4.89898\times(-0.0277778)=-0.57735.\end{aligned}$$

Exchanging $J$ and $J'$ in the last line exchanges two columns of the 9j symbol. Here $S=9$, so the sign flips and $\langle\frac12\|D\|\frac32\rangle=+0.57735$.

**Q:** You took the 9j values from a computer. Convince me without them.

**A:** First return to ordinary elements of $D_z$ by (2):

$$\begin{aligned}p_{3/2},\,M=\tfrac32:&\quad0.38730\times(-0.51640)=-0.20000,\\p_{1/2},\,M=\tfrac12:&\quad0.40825\times1.63299=0.66667,\\p_{3/2}\text{–}p_{1/2},\,M=\tfrac12:&\quad0.40825\times(-0.57735)=-0.23570.\end{aligned}$$

The first state is $Y_{11}$ with spin up. There $D_z$ has the mean $\frac12(3\times\frac15-1)=-\frac15$, which agrees.

For $M=\frac12$, use the product states $Y_{10}{\uparrow}$ and $Y_{11}{\downarrow}$. The diagonal elements of $D_z$ are $\frac12(\frac95-1)=\frac25$ and $-\frac12(\frac35-1)=\frac15$. The off-diagonal element comes from $\frac32n_z(n_x-in_y)s_+$:

$$-\frac32\sqrt{\frac3{4\pi}}\sqrt{\frac3{8\pi}}\;2\pi\int_{-1}^1x^2(1-x^2)\,dx=-\frac{3\sqrt2}{10}.$$

This matrix has trace $\frac35$ and determinant $\frac2{25}-\frac{18}{100}=-\frac1{10}$. Neither changes when we pass to the coupled states.

Within one $J$, the diagonal elements of $D_z$ are proportional to $M$, as for $J_z$, so $p_{3/2}$ at $M=\frac12$ has $-\frac1{15}$. The trace then requires $\frac35+\frac1{15}=\frac23$ for $p_{1/2}$, as found. The determinant requires the squared off-diagonal element to be $\frac1{10}-\frac1{15}\times\frac23=\frac1{18}$, a magnitude of $0.23570$, also as found. Its sign depends on the coupling phases and is confirmed by the angular quadrature in the numerical output.

**Q:** So what do the numbers say about the electron?

**A:** The spin-dipolar term is larger in $p_{1/2}$ than in stretched $p_{3/2}$ and has the opposite sign for positive $M$. It also connects the two levels, as does the electron's orbital field, which is not part of $\mathbf D$: at $M=\frac12$ the element of $L_z$ between them is $+\sqrt2/3$, twice that of $D_z$ and opposite in sign. A treatment that keeps only one $J$ drops this coupling, which is tolerable only if the coupling, including its radial factor, is small compared with the fine-structure splitting. All these elements of $\mathbf D$ rest on the same two reduced elements; the differences among them come from the geometry in (9) and (2). They carry over to the field at the nucleus only while both levels share one radial function, as in a nonrelativistic treatment. In heavy atoms $p_{1/2}$ and $p_{3/2}$ have different radial factors, and the ratios above no longer fix the field.

## Table of computed values

```
GENERAL TEST (dimensionless)
sets of subsystem momenta and ranks: 4
allowed blocks: 60, of which nonzero: 58
triangle-forbidden blocks, all zero: 21
matrix elements agree within 1e-10: True
9j and six-3j sum agree within 1e-10: True
P ELECTRON, D = 3n(n.s)-s (dimensionless, hbar = 1)
directions at which D = -sqrt(10)[C2 x s]1 holds: 96
<1||C2||1> = -1.09544512
<1/2||s||1/2> = 1.22474487
J=1/2, J'=1/2: square root = 3.46410162, 9j = 0.11111111
  <J||D||J'>: formula 1.63299316, quadrature 1.63299316
J=3/2, J'=3/2: square root = 6.92820323, 9j = -0.01756821
  <J||D||J'>: formula -0.51639778, quadrature -0.51639778
J=3/2, J'=1/2: square root = 4.89897949, 9j = -0.02777778
  <J||D||J'>: formula -0.57735027, quadrature -0.57735027
J=1/2, J'=3/2: square root = 4.89897949, 9j = 0.02777778
  <J||D||J'>: formula 0.57735027, quadrature 0.57735027
ELEMENTS <J M|D_z|J' M> (dimensionless)
J=1/2, J'=1/2, M=1/2: phase*3j = 0.40824829
  formula 0.66666667, quadrature 0.66666667
J=3/2, J'=3/2, M=3/2: phase*3j = 0.38729833
  formula -0.20000000, quadrature -0.20000000
J=3/2, J'=1/2, M=1/2: phase*3j = 0.40824829
  formula -0.23570226, quadrature -0.23570226
mean cos^2(theta) in Y11 = 0.20000000
half the mean of 3cos^2(theta)-1 in Y11 = -0.20000000
```
